# Laser internal loss, cavity length and well number for lowest threshold current

## The problem

A set of quantum-well lasers has been cut from one wafer into cavities of different length \(L\). Each laser is a Fabry-Perot cavity with two equal facets of power reflectivity \(R=0.32\), and emits at 980 nm. Above threshold the output power \(P\) rises linearly with the current \(I\). The slope \(S=dP/dI\), with the power from both facets added, is given below; the readings are invented for this exercise.

| \(L\) (µm) | \(S\) (W/A) |
|---|---|
| 300 | 0.96 |
| 500 | 0.87 |
| 750 | 0.82 |
| 1000 | 0.74 |
| 1500 | 0.65 |

Two quantities are wanted from these data. The internal efficiency \(\eta_i\) is the fraction of the injected current that reaches the wells. The internal loss \(\alpha_i\) is the fraction of optical power lost per unit length by absorption and scattering inside the cavity.

The results are then used to design a laser with \(N\) identical wells and stripe width \(w=3\) µm. Its modal gain, meaning the fractional growth of the guided power per unit length before internal loss is subtracted, is

\[
g_{\rm mod}=N G\ln\frac{J_w}{J_{\rm tr}} .
\]

Here \(J_w\) is the current density recombining in each well, not counting stimulated emission. The transparency value is \(J_{\rm tr}=60\) A/cm² per well, and \(G=15\) cm⁻¹ per well.

1. Relate the slope \(S\) to \(\eta_i\), \(\alpha_i\), \(L\) and \(R\), and extract \(\eta_i\) and \(\alpha_i\).
2. Find the threshold current \(I_{\rm th}(L,N)\).
3. Which length minimises \(I_{\rm th}\) when \(N\) is fixed?
4. Which well number minimises \(I_{\rm th}\) when \(L=500\) µm?
5. Is there a best pair \((L,N)\) when both are free? What is the best pair if cavities shorter than 200 µm cannot be made?

Assume that \(\eta_i\), \(\alpha_i\), \(G\) and \(J_{\rm tr}\) do not depend on \(L\) or \(N\), that the wells fill equally, and that heating and spontaneous emission into the laser mode are negligible.

## Hints

**Hint 1.** In steady operation a wave must return to its starting power after one round trip. Use this to find the net gain, then ask what fraction of the stimulated photons leaves through the facets.

**Hint 2.** The efficiency is a fraction with \(L\) in its denominator. Its reciprocal is simpler.

**Hint 3.** Above threshold the gain cannot keep rising. What does this imply for \(J_w\), and for the fate of each additional carrier?

**Hint 4.** Differentiate \(\ln I_{\rm th}\) instead of \(I_{\rm th}\). Wells come in whole numbers, so finish question 4 by comparing \(N\) with \(N+1\).

**Hint 5.** Impose the conditions from questions 3 and 4 together, and see what they require of \(\alpha_i\).

## Full solution

### 1. From slope to internal efficiency and loss

Let \(P_+(z)\) and \(P_-(z)\) be the powers travelling to the right and to the left, and let \(\kappa=g_{\rm mod}-\alpha_i\) be the net gain, taken as uniform along the cavity. Then

\[
\frac{dP_+}{dz}=\kappa P_+,\qquad \frac{dP_-}{dz}=-\kappa P_- .
\]

One round trip multiplies the power by \(R^2e^{2\kappa L}\), which must equal 1. Taking the logarithm gives

\[
\kappa=\frac{M}{L}\equiv\alpha_m,\qquad M=\ln\frac1R .
\]

The quantity \(\alpha_m\) is the mirror loss: the escape through the facets expressed as a loss per unit length. The gain under laser operation is therefore \(g_{\rm mod}=\alpha_i+\alpha_m\).

To find the escaping fraction, integrate both wave equations over the cavity and subtract the second from the first:

\[
\kappa\int_0^L(P_++P_-)\,dz=P_+(L)-P_+(0)+P_-(0)-P_-(L).
\]

Reflection at the facets gives \(P_+(0)=RP_-(0)\) and \(P_-(L)=RP_+(L)\). The right-hand side becomes \((1-R)[P_+(L)+P_-(0)]\), which is the total output power. So the output is \(\alpha_m\int(P_++P_-)dz\). The power lost internally is \(\alpha_i\int(P_++P_-)dz\), and the power generated by stimulated emission is the sum of the two. The escaping fraction is

\[
\frac{\alpha_m}{\alpha_i+\alpha_m}.
\]

Above threshold \(g_{\rm mod}\) stays at \(\alpha_i+\alpha_m\). By the gain law \(J_w\) then stays fixed as well. Of any additional current \(dI\), a part \(\eta_i\,dI\) reaches the wells, and since \(J_w\) cannot take it up, it all goes into stimulated emission. Each carrier yields one photon of energy \(h\nu\), so

\[
S=\frac{h\nu}{q}\,\eta_d,\qquad
\eta_d=\eta_i\frac{\alpha_m}{\alpha_i+\alpha_m},
\]

where \(q\) is the elementary charge. Taking the reciprocal and inserting \(\alpha_m=M/L\),

\[
\frac1{\eta_d}=\frac1{\eta_i}\left(1+\frac{\alpha_i}{\alpha_m}\right)
=\frac1{\eta_i}+\frac{\alpha_i}{\eta_iM}\,L .
\]

This is a straight line \(y=a+bL\) with \(a=1/\eta_i\) and \(b=\alpha_i/(\eta_iM)\). Hence

\[
\eta_i=\frac1a,\qquad \alpha_i=\frac{Mb}{a}.
\]

The intercept has a direct meaning. As \(L\to0\) the mirror loss far exceeds the internal loss, nearly every stimulated photon escapes, and the carrier losses alone remain.

At 980 nm, \(h\nu/q=1.2651\) V, which is the same as 1.2651 W/A. Dividing this by each slope gives \(y=1/\eta_d\):

| \(L\) (µm) | \(1/\eta_d\) | fitted line |
|---|---|---|
| 300 | 1.3179 | 1.3296 |
| 500 | 1.4542 | 1.4334 |
| 750 | 1.5429 | 1.5631 |
| 1000 | 1.7097 | 1.6928 |
| 1500 | 1.9464 | 1.9521 |

The line is found by least squares, that is, by minimising \(\sum(y_k-a-bL_k)^2\). Setting the derivative with respect to \(a\) to zero gives \(a=\bar y-b\bar L\), where bars denote means. With this \(a\) the sum becomes \(\sum[(y_k-\bar y)-b(L_k-\bar L)]^2\), and setting its derivative with respect to \(b\) to zero gives

\[
b=\frac{\sum(L_k-\bar L)(y_k-\bar y)}{\sum(L_k-\bar L)^2}.
\]

With lengths in centimetres, \(\bar L=0.0810\) cm and \(\bar y=1.5942\). The numerator is 0.045236 cm and the denominator 0.008720 cm², so

\[
b=\frac{0.045236}{0.008720}=5.1876\ {\rm cm^{-1}},\qquad
a=1.5942-5.1876\times0.0810=1.1740 .
\]

With \(M=\ln(1/0.32)=1.1394\),

\[
\eta_i=\frac1{1.174}=0.852,\qquad
\alpha_i=\frac{1.1394\times5.1876}{1.1740}=5.03\ {\rm cm^{-1}} .
\]

To see how far single readings steer the result, repeat the fit five times, leaving out one reading each time. The efficiency then ranges from 0.840 to 0.863 and the loss from 4.84 to 5.25 cm⁻¹. This measures sensitivity to scatter. It does not reveal an error shared by all readings, such as a wrong power calibration. The data support \(\eta_i\approx0.85\) and \(\alpha_i\approx5\) cm⁻¹; further digits are carried below to keep the arithmetic consistent.

### 2. The threshold current

At threshold the gain just reaches the total loss:

\[
NG\ln\frac{J_w}{J_{\rm tr}}=\alpha_i+\frac ML
\quad\Longrightarrow\quad
J_w=J_{\rm tr}\exp\left[\frac{\alpha_i+M/L}{NG}\right].
\]

Each well has area \(wL\), so the wells together consume the current \(wLNJ_w\). Stimulated emission is still negligible at threshold, and this current equals \(\eta_iI_{\rm th}\). Therefore

\[
I_{\rm th}=\frac{wLNJ_{\rm tr}}{\eta_i}
\exp\left[\frac{\alpha_i+M/L}{NG}\right].
\]

One assumption enters here. The fitted \(\eta_i\) describes additional current above threshold, whereas this formula needs the fraction of the whole current that reaches the wells at threshold. The two are taken as equal. If the fraction at threshold differs from the fitted one but is the same for every \(L\) and \(N\), the predicted current changes while the best \(L\) and \(N\) do not. Leakage can shift the optima as well whenever the fraction lost varies with \(L\) or \(N\). This happens if it grows faster than in proportion to \(J_w\). It also happens for a leakage current density \(cJ_w\) shared by the whole stack of wells, which makes the fraction \(N/(N+c)\): with \(c=0.70\), a fraction of 0.85 at four wells, the best design of question 5 changes from four wells to five.

The prefactor is the cost of bringing all the wells to transparency, and it grows with \(L\) and \(N\). The exponential is the cost of gain beyond transparency, and it falls with \(L\) and \(N\). The optima come from this competition.

### 3. Best length at fixed well number

Only \(\ln L\) and \(M/(NGL)\) in \(\ln I_{\rm th}\) depend on \(L\), so

\[
\frac{\partial\ln I_{\rm th}}{\partial L}
=\frac1L-\frac{M}{NGL^2}
=\frac1{L^2}\left(L-\frac{M}{NG}\right).
\]

The derivative is negative for shorter cavities and positive for longer ones. The minimum is at

\[
L_N=\frac{M}{NG}.
\]

The internal loss does not appear: it contributes the factor \(e^{\alpha_i/(NG)}\), which is the same for every length. At \(L_N\) the mirror loss equals \(NG\), so the exponent is \(1+\alpha_i/(NG)\), while \(NL_N=M/G\). The lowest current for given \(N\) is

\[
I_{\min}(N)=I_\infty\,e^{\alpha_i/(NG)},\qquad
I_\infty=\frac{e\,wJ_{\rm tr}M}{\eta_iG}.
\]

With \(w=3\times10^{-4}\) cm,

\[
I_\infty=\frac{2.718\times3\times10^{-4}\times60\times1.1394}{0.852\times15}\ {\rm A}
=4.36\ {\rm mA}.
\]

For two wells, \(L_2=1.1394/30=0.0380\) cm, or 380 µm, and \(I_{\min}=4.36\,e^{5.03/30}=5.16\) mA. A single well needs 760 µm and 6.10 mA.

### 4. Best well number at fixed length

Write \(C=(\alpha_i+M/L)/G\). At fixed \(L\), \(\ln I_{\rm th}\) equals a constant plus \(\ln N+C/N\). Treating \(N\) as continuous for the moment,

\[
\frac{\partial\ln I_{\rm th}}{\partial N}=\frac1N-\frac{C}{N^2}=\frac{N-C}{N^2}.
\]

The current falls until \(N^*=C\) and rises afterwards. At \(N^*\) the exponent is 1, so each well runs at \(J_w=eJ_{\rm tr}\). The best whole number must be one of the two neighbours of \(N^*\). To choose between them, form the ratio

\[
\frac{I_{\rm th}(N+1)}{I_{\rm th}(N)}
=\frac{N+1}{N}\exp\left[\frac{C}{N+1}-\frac CN\right]
=\left(1+\frac1N\right)\exp\left[-\frac{C}{N(N+1)}\right].
\]

It is below 1, so that the additional well pays, when

\[
C>N(N+1)\ln\left(1+\frac1N\right).
\]

For \(L=500\) µm the mirror loss is \(1.1394/0.05=22.79\) cm⁻¹, and \(C=(5.03+22.79)/15=1.855\). The candidates are one and two wells. For \(N=1\) the right-hand side is \(2\ln2=1.386\), which is less than \(C\), so two wells win. Their threshold current is

\[
I_{\rm th}=\frac{3\times10^{-4}\times0.05\times2\times60}{0.852}\,
e^{1.855/2}\ {\rm A}=5.34\ {\rm mA}.
\]

One well would need 6.75 mA, because it must be driven far above transparency. Three wells would need 5.88 mA, because the third costs more to bring to transparency than it saves in the exponential.

### 5. Both free, and then a shortest length

A stationary point in both variables would need \(NG=M/L\) from question 3 and \(NG=\alpha_i+M/L\) from question 4. Together these require \(\alpha_i=0\). With \(\alpha_i>0\) there is no such point.

The formula for \(I_{\min}(N)\) shows what happens instead. For any pair, \(I_{\rm th}(L,N)\ge I_{\min}(N)>I_\infty\), and \(I_{\min}(N)\) falls steadily towards \(I_\infty\) as \(N\) grows. The current can approach 4.36 mA as closely as desired but does not reach it, while \(L_N\) shrinks to zero. So no best pair exists when both are free.

The reason is that all the designs \((L_N,N)\) have the same total well area \(wNL_N=wM/G\). What changes is the internal loss accumulated in one pass, \(\alpha_iL_N\), which is smaller in a shorter cavity. In the special case \(\alpha_i=0\) this advantage vanishes, and all pairs with \(NL=M/G\) tie at \(I_\infty\).

If the loss depends on the number of wells, an optimum returns only when \(\alpha_i/N\) stops falling, and it rises wherever the loss grows faster than in proportion to \(N\). For example, a loss of 5 cm⁻¹ up to three wells that adds 4 cm⁻¹ for each further well makes three wells best. A fixed background plus a fixed amount for every well does not restore an optimum. If \(\alpha_i=\alpha_0+\alpha_1N\) with \(\alpha_0>0\), the factor \(e^{\alpha_i/(NG)}\) becomes \(e^{\alpha_1/G}e^{\alpha_0/(NG)}\), which still falls with \(N\). The limit of many wells is formal, however. A large stack extends beyond the peak of the guided mode, so the gain no longer grows in proportion to \(N\), and carriers may not fill all the wells equally.

Now impose \(L\ge L_{\min}=200\) µm. For given \(N\) the current falls up to \(L_N\) and rises beyond it, so the best allowed length is the larger of \(L_N\) and \(L_{\min}\). The mirror loss at \(L_{\min}\) is \(1.1394/0.02=56.97\) cm⁻¹, which gives two ranges:

- For \(N\le M/(GL_{\min})=56.97/15=3.80\), the length \(L_N\) is allowed, and the current \(I_{\min}(N)\) falls with \(N\).
- For larger \(N\) the length stays at \(L_{\min}\). By question 4 the current continues to fall until \(N^*=(5.03+56.97)/15=4.13\), and then rises.

The best whole number is therefore 4 or 5. For \(N=4\) the condition for adding a well is \(C>20\ln(5/4)=4.463\). Since \(C=4.13\), the fifth well does not pay. The best pair is four wells and \(L=200\) µm, with

\[
I_{\rm th}=\frac{3\times10^{-4}\times0.02\times4\times60}{0.852}\,
e^{4.13/4}\ {\rm A}=4.75\ {\rm mA}.
\]

The neighbouring designs are close:

| \(N\) | best allowed \(L\) (µm) | \(I_{\rm th}\) (mA) |
|---|---|---|
| 2 | 380 | 5.16 |
| 3 | 253 | 4.88 |
| 4 | 200 | 4.75 |
| 5 | 200 | 4.83 |
| 6 | 200 | 5.05 |

Three wells at 253 µm cost less than 3% more current than the optimum. A gain per well only 3% lower with four wells than with three would reverse their order, so the model singles out a region of good designs more firmly than one design.

In the optimum each well runs at 169 A/cm², about 2.8 times transparency. A single well in the same 200 µm cavity would need \(J_w/J_{\rm tr}=e^{4.13}\approx62\). The logarithmic law is an approximation over a limited range of current, and should not be trusted that far.

## Two variations

**Only one facet was measured.** Suppose the power from one facet is recorded and mistaken for the total. Equal facets emit equal powers, so every slope is halved and every \(1/\eta_d\) is doubled. Both \(a\) and \(b\) double. The apparent efficiency \(1/a\) falls to 0.426, while \(\alpha_i=Mb/a\) remains 5.03 cm⁻¹ because the factor cancels. The best length and well number are unchanged, since they do not contain \(\eta_i\), but the predicted threshold current is twice too large.

**A lossier waveguide.** How large must \(\alpha_i\) be before five wells beat four, with the same 200 µm limit? The lengths \(L_4=190\) µm and \(L_5=152\) µm do not depend on \(\alpha_i\), and both lie below the limit, so both designs stay at 200 µm. The change occurs when \(C=20\ln(5/4)=4.463\):

\[
\alpha_i=G\times4.463-\frac{M}{L_{\min}}
=66.94-56.97=9.97\ {\rm cm^{-1}} .
\]

At this loss \(N^*=4.463\) lies between 4 and 5, so no other well number competes. The internal loss would have to be about twice the fitted value. On the low side, three wells at 253 µm beat four wells at 200 µm only for \(\alpha_i\) below about 0.24 cm⁻¹. The range of 4.84 to 5.25 cm⁻¹ found by omitting single readings is far from both switches, so within this model the scatter in the data does not affect the choice of four wells.

Numbers in the example were calculated in double precision.
